\section*{Remote phonons of layered gate stacks from a counted pole search, part 2}

Polar vibrations in a gate oxide produce fields that scatter carriers in the channel. We need the energy and coupling strength of each coupled mode of the stack at in-plane wavevector $q$. The example is a germanium channel, a 0.8 nm silica-like interlayer, 2 nm of a hafnia-like (high-k) oxide and an ideal metal gate.

Gaussian units are used, and $x=\omega^2$. The channel has constant permittivity $\epsilon_s$. Layer $j$, of thickness $t$, has $\epsilon_j(x)=\epsilon_{j\infty}+\sum_k\Delta_{jk}x_{jk}/(x_{jk}-x)$, with strengths $\Delta_{jk}$ and squared transverse optical (TO) frequencies $x_{jk}$. Damping, retardation and screening by channel carriers are left out.

For potential $\phi$, the quantity $Z=-\epsilon\phi'/(q\phi)$ is continuous at uncharged interfaces. At the channel surface, a half-space gives $Z=\epsilon$ and a single layer on ideal metal gives $Z=\epsilon\coth qt$. The stack reflects the potential of a channel charge with coefficient $-g$, where
\begin{equation}
g=\frac{Z-\epsilon_s}{Z+\epsilon_s}=1-\frac{2\epsilon_s}{F},\qquad F=Z+\epsilon_s .
\label{eq:g}
\end{equation}

Modes that the channel feels (bright modes) are zeros of $F$, at $x_\nu=\omega_\nu^2$; dark modes have residue $R_\nu=0$. The pole sum is $g=g_\infty+\sum_\nu R_\nu/(x_\nu-x)$, with $g_\infty$ the value for optical permittivities. At $x=0$ it gives the sum rule $\sum_\nu R_\nu/x_\nu=g(0)-g_\infty$. The $x_\nu$ are also the eigenvalues of a real symmetric matrix $H$, whose eigenvectors give $R_\nu$. The search counts the modes below any $x$, bisects on that count, and takes $R_\nu$ from the slope of $F$.

For a carrier at the surface and area $A$, the matrix element $M_\nu$ obeys
\begin{equation}
A|M_\nu|^2=\frac{\pi e^2\hbar R_\nu}{q\,\epsilon_s\,\omega_\nu}.
\label{eq:M}
\end{equation}
At depth $d$, multiply by $e^{-2qd}$. With $R_\nu$ in squared energy and $E_\nu=\hbar\omega_\nu$, the right side is $\pi e^2R_\nu/(q\epsilon_sE_\nu)$. As a check, the static energy shift $-\sum_\nu|M_\nu|^2e^{-2qd}/E_\nu$ must equal the ionic part of the image energy.

\section{The single interface, and a layer under metal}

For one half-space with one oscillator, write $\epsilon_0$ for the static permittivity. Then $\epsilon=(\epsilon_0\omega_{TO}^2-\epsilon_\infty x)/(\omega_{TO}^2-x)$, and $\epsilon+\epsilon_s=0$ gives
\begin{equation}
\omega_{SO}^2=\omega_{TO}^2\,\frac{\epsilon_0+\epsilon_s}{\epsilon_\infty+\epsilon_s}.
\end{equation}
With a single mode, the sum rule alone fixes the residue: $R=\omega_{SO}^2[g(0)-g_\infty]$. Inserting (\ref{eq:g}) and then (\ref{eq:M}),
\begin{equation}
A|M|^2=\frac{2\pi e^2\hbar\omega_{SO}}{q}\left[\frac1{\epsilon_\infty+\epsilon_s}-\frac1{\epsilon_0+\epsilon_s}\right].
\end{equation}
For $\hbar\omega_{TO}=40$ meV, $\epsilon_0=15$, $\epsilon_\infty=5$, $\epsilon_s=16$ and $q=0.5\ \mathrm{nm^{-1}}$, the formula and the pole search both give 48.599 meV and $13.509\times10^{-3}\ \mathrm{eV^2nm^2}$.

If the same material is a layer under ideal metal, $Z=c\,\epsilon$ with $c=\coth qt$, so both permittivities are multiplied by $c$. For 1 nm, $c=2.164$. The energy rises by a factor 1.106 and the bracket by 1.084, so the coupling is 1.199 times the single-interface value. At 8 nm the excess is 0.03\%, in keeping with $c-1\simeq2e^{-2qt}$.

Compared with a half-space of the same oxide, the metal has therefore raised the coupling. A simple rule exists for the static sum $g(0)-g_\infty=\sum_\nu R_\nu/x_\nu$, which also covers several oscillators. It leaves out the rise in mode energy, so it is not the rule for $|M|^2$ itself. It is proportional to
\begin{equation}
h(c)=\frac{c(\epsilon_0-\epsilon_\infty)}{(c\epsilon_\infty+\epsilon_s)(c\epsilon_0+\epsilon_s)} .
\end{equation}
The half-space has $c=1$. The sign of $h(c)-h(1)$ is that of
\begin{align}
&c(\epsilon_\infty+\epsilon_s)(\epsilon_0+\epsilon_s)-(c\epsilon_\infty+\epsilon_s)(c\epsilon_0+\epsilon_s)\nonumber\\
&\qquad=(c-1)(\epsilon_s^2-c\,\epsilon_0\epsilon_\infty).
\end{align}
Metal raises the static coupling for $1<c<\epsilon_s^2/\epsilon_0\epsilon_\infty$ and lowers it for larger $c$, that is, at longer wavelengths. If $\epsilon_s^2\le\epsilon_0\epsilon_\infty$, it lowers it at every $q$. For 2 nm of the high-k oxide directly on germanium, the balance is at $c=256/110=2.33$, or $q=0.230\ \mathrm{nm^{-1}}$. At half and twice this wavevector the ratio of layer under metal to half-space is 0.82 and 1.04. For $\sum_\nu|M_\nu|^2$ the balance lies at longer wavelength: $q=0.091\ \mathrm{nm^{-1}}$ for this oxide, and $c=6.0$ instead of 3.41 for the one-oscillator example. With $\epsilon_s^2=\epsilon_0\epsilon_\infty$ and one oscillator, $|M|^2$ at $qt=1$ is still raised by 2\% if $\epsilon_0/\epsilon_\infty=3$, but lowered by 1\% if $\epsilon_0/\epsilon_\infty=1.2$. The rule also depends on the stack and on what the metal replaces. With the 0.8 nm interlayer in place, the static ratio stays below 1 at five wavevectors from 0.05 to $1\ \mathrm{nm^{-1}}$. Against a nonpolar closing medium with $\epsilon=12$ and no interlayer, it stays above 1 at all five. The rms potential defined below, without interlayer, is 22.2 meV under metal, 23.8 meV for the oxide half-space and 18.5 meV for the nonpolar closure.

\section{A germanium gate stack}

The germanium has $\epsilon_s=16$. The interlayer has $\epsilon_\infty=2.5$, TO energies 56 and 138 meV and strengths 0.9 and 0.5. The high-k oxide has $\epsilon_\infty=5.0$, TO energies 12 and 48 meV and strengths 15.4 and 1.6. At $q=0.5\ \mathrm{nm^{-1}}$ the six modes are:

\begin{center}
\begin{tabular}{ccc}
$E_\nu$ (meV) & $R_\nu$ (meV$^2$) & $A|M_\nu|^2$ ($10^{-3}$ eV$^2$nm$^2$)\\
18.1 & 48.4 & 1.52\\
51.0 & 142.8 & 1.58\\
56.5 & 111.9 & 1.12\\
62.0 & 35.1 & 0.32\\
138.6 & 229.2 & 0.94\\
146.2 & 521.3 & 2.02
\end{tabular}
\end{center}

For the first row, (\ref{eq:M}) reads $\pi(1.440)(48.4\times10^{-6})/(0.5\times16\times0.01806)=1.52\times10^{-3}\ \mathrm{eV^2nm^2}$. The sum $\sum R_\nu/x_\nu=0.2838$ matches $g(0)-g_\infty=-0.3355+0.6193$. Energies and residues also agree with the eigenvalues and eigenvectors of $H$. As a test that uses neither, $g$ was computed from the Poisson equation on a grid at zero energy, midway (in $x$) between neighbouring modes, and at 200 meV. The largest deviation from the pole sum was $1.1\times10^{-5}$, relative to the larger of 1 and $|g|$.

Carriers feel the potential fluctuations of these modes, thermal and zero-point together,
\begin{equation}
S(q)=\sum_\nu A|M_\nu|^2(2n_\nu+1)e^{-2qd},\quad 2n_\nu+1=\coth\frac{E_\nu}{2k_BT}.
\end{equation}
At 300 K the hyperbolic cotangents are 2.98, 1.32, 1.25, 1.20, 1.01 and 1.01. The weighted couplings, in $10^{-3}\ \mathrm{eV^2nm^2}$, are 4.52, 2.10, 1.40, 0.38, 0.94 and 2.03, with sum 11.37. At $d=1.5$ nm, $e^{-1.5}=0.223$ gives $S=2.54\times10^{-3}\ \mathrm{eV^2nm^2}$. Two thirds of this sum is zero-point motion, the 1 in $2n_\nu+1$, which enters scattering only through emission by carriers with more than $E_\nu$ to give up. The softest mode supplies 40\% of the total and 77\% of the thermal part $2n_\nu$; the upper pair supplies 26\% of the total but less than 1\% of the thermal part. That pair exists because the interlayer is polar: a mode needs some layer with $\epsilon_j\le0$, and near 140 meV the high-k permittivity is positive.

Integrating over wavevector, $\langle U^2\rangle=\int_0^\infty S(q)\,q\,dq/2\pi$, gives an rms potential energy of 18.4 meV. Without the interlayer it is 22.2 meV, and with a 1.6 nm interlayer 17.1 meV. The high-k thickness and the carrier's distance from the channel surface are held fixed. The first 0.8 nm thus removes 17\% of the rms value without interlayer, and the next 0.8 nm only 7\% of what remains. The thermal part alone falls faster, from 16.6 to 10.8 to 8.6 meV, or by 35\% and about 20\%. Neither set of figures is a change in mobility.

\section{Against a real device}

The material parameters are rough typical values; phonon lines of thin oxide films vary with phase and growth. Moving the 12 meV line of the high-k oxide to 20 or 30 meV at fixed strength raises the rms potential only from 18.4 to 18.8 or 19.4 meV, but lowers the thermal rms value from 10.8 to 9.6 or 8.2 meV, and the softest mode's share of the thermal part at $q=0.5\ \mathrm{nm^{-1}}$ from 77\% to 68\% or 38\% (integrated over $q$, from about 78\% to 65\% or 31\%). Bulk permittivities are doubtful in a layer of 0.8 nm, and that error is not sized here. The depth $d=1.5$ nm is a chosen value, and the results are sensitive to it. A self-consistent inversion layer (hard wall, parabolic valleys, $5\times10^{12}\ \mathrm{cm^{-2}}$ carriers, depletion charge 0.5 to $2\times10^{12}\ \mathrm{cm^{-2}}$, 300 K) puts the lowest subband of (100) electrons, with confinement mass 0.12, at a mean depth of 3.5 to 3.0 nm. There $S$ at $q=0.5\ \mathrm{nm^{-1}}$ is 0.6 to $0.8\times10^{-3}\ \mathrm{eV^2nm^2}$ and the rms potential 13 to 14 meV. Only the L valleys are included; with rough parameters the heavy $\Delta$ valleys would hold 2 to 9\% of the carriers and change this rms value by about 0.1 meV. A confinement mass of 0.2 gives 2.9 to 2.5 nm and 14 to 15 meV; the lowest (111) subband, with confinement mass 1.59, lies at 1.3 to 1.2 nm and gives about 21 meV. An omission of similar or larger size is screening by the channel carriers, estimated here at $d=1.5$ nm. Take $5\times10^{12}\ \mathrm{cm^{-2}}$ carriers of mass $0.2\,m_e$ in one spin-degenerate band, with density of states $D=m/\pi\hbar^2$. They are degenerate at 300 K, with $n/Dk_BT=2.3$. At $q=0.5\ \mathrm{nm^{-1}}$ the long-wavelength static estimate multiplies $|M_\nu|^2$ by
\begin{equation}
\left[1+W D\left(1-e^{-n/Dk_BT}\right)\right]^{-2}=0.26,
\end{equation}
with $W=(2\pi e^2/q\epsilon_s)(1-g_\infty e^{-2qd})$. This $W$ is for a sheet of zero thickness; with the spread-out wavefunction used below the factor is 0.34. The sheet factor depends strongly on $q$: 0.48 at $1\ \mathrm{nm^{-1}}$ (0.55 with the static Lindhard response at 300 K, since this $q$ is close to $2k_F$) and 0.08 at $0.2\ \mathrm{nm^{-1}}$, where a static estimate is doubtful. The band is also generic. Electrons in the four L valleys of a (100) germanium surface (mass 0.30) are not degenerate, $n/Dk_BT=0.39$, and give 0.11 for the sheet, while the single light valley of a (111) surface (mass 0.082) would give 0.48 if its lowest subband held all carriers. At this density it holds only 40 to 52\% of them, and placing all occupied subbands in the same sheet gives 0.14 to 0.17. A static response requires phonon energies well below $\hbar qv_F=\hbar^2qk_F/m$. With $k_F=\sqrt{2\pi n}=0.56\ \mathrm{nm^{-1}}$ this is 107 meV. The static factor is thus reasonable for the 18 meV mode and fails for the upper pair. The Lindhard response at 300 K, with the same $W$, gives 0.27 at 18 meV, 0.30 to 0.32 for the modes at 51 to 62 meV, and 1.3 and 1.6, an enhancement, for the upper pair. The long-wavelength plasmon formula $\hbar q\sqrt{nW/m}$ gives 78 meV; since this lies below $\hbar qv_F$, the formula does not apply at this $q$. At smaller $q$, where the plasmon lies above $\hbar qv_F$, coupled plasmon--phonon modes must be found. Mass does not enter the couplings at the surface, but the confinement mass sets the depth and width of the channel, and the in-plane mass enters this screening and any mobility.

Other corrections are smaller at this wavevector. At $q=0.5\ \mathrm{nm^{-1}}$, a spread-out channel wavefunction $\propto|z|e^{-b|z|/2}$ with the same mean depth raises $|M_\nu|^2$ by 17\%. A gate screening length of 0.05 nm, with background permittivity 1 in the metal, lowers $S$ by 4\% (by 1\% with a background of 5). A 0.5 nm silicon cap, with the carrier still 1.5 nm from the oxide, raises $S$ by 4\%, and phonon damping of 4 meV changes it by 0.3\%. These figures depend on $q$, and the weight $qS$ of the rms integral peaks near $0.07\ \mathrm{nm^{-1}}$. About half of $\langle U^2\rangle$ comes from $q<0.2\ \mathrm{nm^{-1}}$, where coupling to the channel plasmon, left out here, matters most. The width correction reaches 76\% at $q=1\ \mathrm{nm^{-1}}$ and raises $\langle U^2\rangle$ by 14\%; the gate screening length lowers $S$ by 9\% at $q=0.2\ \mathrm{nm^{-1}}$ and $\langle U^2\rangle$ by 6\%. Operation at 400 K raises the rms potential to 20.2 meV. The interlayer field, 2.3 MV/cm from the carriers alone and 3.2 MV/cm with a depletion charge of $2\times10^{12}\ \mathrm{cm^{-2}}$, is well below the rough 10 MV/cm at which good silica breaks down.

In a polar III--V channel $\epsilon_s$ itself depends on frequency. The channel's own phonons then join the modes, and (\ref{eq:M}) no longer holds as written. The numerical output lists the modes at two other wavevectors.

\section*{Numbers as computed}
\begin{verbatim}
e^2 (Gaussian) = 1.43996 eV nm; channel permittivity = 16.0
interlayer: thickness 0.8 nm, static permittivity 3.9, optical 2.5
  TO energies 56 138 meV, strengths 0.9 0.5
high-k: thickness 2.0 nm, static permittivity 22.0, optical 5.0
  TO energies 12 48 meV, strengths 15.4 1.6
channel depth = 1.5 nm; temperature = 300 K
q = 0.2 1/nm: mode energies = 18.710 51.932 56.243 62.316 138.192 147.625 meV
  A|M|^2 at surface = 6.3089 7.5501 1.3053 1.3530 0.6073 7.3253 x 1e-3 eV^2 nm^2
q = 0.5 1/nm: mode energies = 18.061 50.972 56.549 61.981 138.585 146.192 meV
  A|M|^2 at surface = 1.5161 1.5838 1.1185 0.3203 0.9353 2.0166 x 1e-3 eV^2 nm^2
q = 1.0 1/nm: mode energies = 18.217 50.847 56.909 61.526 139.108 144.664 meV
  A|M|^2 at surface = 0.3136 0.3291 0.8805 0.1019 0.9502 0.6982 x 1e-3 eV^2 nm^2
q = 0.5 1/nm: residues R = 48.423 142.767 111.856 35.110 229.211 521.347 meV^2
g static = -0.33545, g optical = -0.61929
sum R/x = 0.28384
largest relative energy error against eigenproblem = 1.6e-14
largest error of g against Poisson grid = 1.1e-05
single-interface test: TO 40 meV, permittivity 15 to 5, q = 0.5 1/nm
  formula: 48.5994 meV, 13.50865 x 1e-3 eV^2 nm^2
  algorithm: 48.5994 meV, 13.50865 x 1e-3 eV^2 nm^2
  layer under metal, thickness 1 2 4 8 40 nm:
  coupling / single-interface value = 1.19919 1.09855 1.01452 1.00027 1.00000
high-k half-space, both modes: 15.534 49.878 meV, 4.9564 3.3133 x 1e-3 eV^2 nm^2
  separate formulas: 15.560 49.795 meV, 5.0490 3.0377 x 1e-3 eV^2 nm^2
cut layer: 10 modes, 6 bright
q = 3 1/nm: 1 meV scan finds 2 of 6 modes
boson shift = -590.461 ueV, image energy = -590.460 ueV (area 100 nm^2, depth 1 nm)
metal/half-space equality at q = 0.2298 1/nm (no interlayer)
  static coupling ratio at 0.5, 1, 2 times that q = 0.8168 1.0000 1.0372
noise S at q = 0.5 1/nm = 2.5374 x 1e-3 eV^2 nm^2
  spectral integral, damping 0.2 meV = 2.5370 x 1e-3
rms potential, interlayer 0, 0.8, 1.6 nm = 22.20 18.41 17.06 meV
rms potential at 400 K = 20.16 meV
carriers = 5.0e+12 1/cm^2, mass = 0.2 m_e
  degeneracy n/(D kT) = 2.31; interlayer field = 2.32 MV/cm
  static screening factor on |M|^2 = 0.258
  plasmon energy, mass 0.1, 0.2, 0.4 = 110.7 78.3 55.4 meV
finite channel width: factor on |M|^2 = 1.175
phonon damping 4 meV: factor on S = 0.997
gate screening length 0.05 nm: factor on S = 0.960
silicon cap 0.5 nm: factor on S = 1.044
retardation parameter eps_s (E/hbar c q)^2 = 3.5e-05
\end{verbatim}
